\section*{Side and Front Energy Release of a Straight Film Buckle, part 1}

(Sections cited here and not found follow in the second part.)

\section*{First half: what the straight buckle releases}

\textbf{Q.} A compressed oxide scale lifts off its alloy along a straight strip, and the strip grows at its tip. I am told that the energy driving the tip can be found by studying the long sides, which are not moving. I doubt it. What exactly is the system?

\textbf{A.} A flat elastic film of thickness $h$, Young modulus $E$ and Poisson ratio $\nu$ lies on a rigid substrate. While bonded, it carries the same compression $\sigma>0$ in every in-plane direction. It has lost its bond on the strip $-b<x<b$, which runs along $y$. At $x=\pm b$ it is clamped: neither displacement nor rotation is allowed there. The upward deflection is $w$, and the in-plane displacements from the bonded state are $u$ along $x$ and $v$ along $y$. The lifted film does not touch the substrate again, and there is no friction.

\textbf{Q.} The film is compressed along $y$ as well. Why should it not relax in that direction too?

\textbf{A.} Far from the tip, each cross-section is in the same state as the next. The clamped edges fix the displacements, so no overall drift along $y$ can be added. Hence $u$, $v$ and $w$ depend on $x$ alone, and the added longitudinal strain vanishes:
\begin{equation}
\varepsilon_y=\frac{\partial v}{\partial y}+\frac12\left(\frac{\partial w}{\partial y}\right)^2=0 .
\end{equation}
The added shear strain is $v'(x)$, where a prime means $d/dx$. Balance of forces along $y$ makes the shear force uniform, so $v'$ is constant. Since $v(\pm b)=0$, that constant is zero. One added strain remains, the transverse one.

\textbf{Q.} Does the longitudinal stress then stay at $-\sigma$?

\textbf{A.} No, because of the Poisson effect. The film has no normal stress through its thickness, so the added stresses $s_x,s_y$ obey $E\varepsilon_x=s_x-\nu s_y$ and $E\varepsilon_y=s_y-\nu s_x$. Setting $\varepsilon_y=0$ gives $s_y=\nu s_x$, and then
\begin{equation}
s_x=\bar E\,\varepsilon_x,\qquad \bar E=\frac{E}{1-\nu^2}.
\label{modulus}
\end{equation}
Transverse stretching therefore meets the stiffness $\bar E$, and it also lowers the longitudinal compression by $\nu\bar E\varepsilon_x$.

\textbf{Q.} How does lifting the film stretch it?

\textbf{A.} An element $dx$ of the mid-plane becomes an element of length $dx\sqrt{(1+u')^2+w'^2}$. For small slopes, with $u'$ of the order of $w'^2$, the relative extension is
\begin{equation}
\varepsilon=u'+\tfrac12 w'^2 .
\label{strain}
\end{equation}
Terms of order $w'^4$ are dropped. At height $z$ above the mid-plane, rotation of the section adds $-zw''$, so the strain there is $\varepsilon-zw''$.

\textbf{Q.} And the energy? The film was already stressed before it lifted.

\textbf{A.} That is why the energy has a linear term. The change per volume, counted from the bonded film, is $-\sigma(\varepsilon-zw'')+\frac12\bar E(\varepsilon-zw'')^2$. The first part is the work of the existing stress $-\sigma$ on the added strain; the longitudinal stress does none, because $\varepsilon_y=0$. Now integrate over $-h/2<z<h/2$. Terms odd in $z$ cancel, and $\int z^2dz=h^3/12$. The energy change per length of strip is
\begin{equation}
U=\int_{-b}^{b}\left[-\sigma h\varepsilon+\frac{\bar E h}{2}\varepsilon^2+\frac D2 w''^2\right]dx,
\qquad D=\frac{\bar E h^3}{12}.
\label{energy}
\end{equation}
The substrate is rigid and the clamped edges do not move, so no outside work has to be added. A negative $U$ is energy released.

\textbf{Q.} You have two unknown functions. Do you guess a cosine now?

\textbf{A.} There is no need, since the minimum of $U$ determines it. Vary $u$ first. Since $\delta\varepsilon=\delta u'$,
\begin{equation}
\delta U=\int_{-b}^{b}N\,\delta u'\,dx=-\int_{-b}^{b}N'\,\delta u\,dx,
\qquad N=h(-\sigma+\bar E\varepsilon).
\label{force}
\end{equation}
The boundary term vanished because $\delta u(\pm b)=0$. As $\delta u$ is arbitrary inside, $N'=0$. The transverse force is uniform, and so is $\varepsilon$. Write $N=-sh$, where $s$ is the compression that remains after buckling. Then
\begin{equation}
\varepsilon=\frac{\sigma-s}{\bar E}.
\label{uniform}
\end{equation}

Now vary $w$. Here $\delta\varepsilon=w'\delta w'$, so
\begin{equation}
\delta U=\int_{-b}^{b}\left(Nw'\delta w'+Dw''\delta w''\right)dx
=\int_{-b}^{b}\left(-Nw''+Dw''''\right)\delta w\,dx .
\end{equation}
The first term was integrated by parts once and the second twice. Boundary terms vanish because $\delta w=\delta w'=0$ at the clamps. With $N=-sh$ the balance is
\begin{equation}
Dw''''+shw''=0 .
\label{bending}
\end{equation}

\textbf{Q.} That equation has many solutions. Which one does the film take?

\textbf{A.} With $k^2=sh/D$, the general solution is $w=c_0+c_1x+c_2\cos kx+c_3\sin kx$. Even and odd parts can be treated separately, because the edge conditions are symmetric.

For the even part, $w'(b)=0$ requires $\sin kb=0$, so $kb=\pi,2\pi,\dots$. For the odd part, the conditions are $c_1b+c_3\sin kb=0$ and $c_1+kc_3\cos kb=0$. Eliminating $c_1$ gives $\tan kb=kb$, whose smallest positive root is about $4.49$, larger than $\pi$. The smallest remaining compression therefore belongs to $kb=\pi$:
\begin{equation}
s=\frac{D\pi^2}{hb^2}=\frac{\pi^2\bar E h^2}{12b^2}\equiv\sigma_c(b).
\label{critical}
\end{equation}
The shape follows from $w(b)=0$:
\begin{equation}
w=\frac{w_0}{2}\left(1+\cos\frac{\pi x}{b}\right),
\label{shape}
\end{equation}
with $w_0$ the crest height.

\textbf{Q.} Smallest compression is not the same thing as lowest energy.

\textbf{A.} For these solutions it is, and the proof also gives the energy. Multiply (\ref{bending}) by $w$ and integrate over the width. Two integrations by parts in the first term and one in the second give
\begin{equation}
D\int_{-b}^{b}w''^2dx=sh\int_{-b}^{b}w'^2dx .
\label{virial}
\end{equation}
Next integrate (\ref{strain}) over the width. The $u'$ term gives $u(b)-u(-b)=0$, and $\varepsilon$ is uniform, so
\begin{equation}
2b\,\varepsilon=\frac12\int_{-b}^{b}w'^2dx .
\label{length}
\end{equation}
The bending energy in (\ref{energy}) is half of the left side of (\ref{virial}), namely $\frac12sh\int w'^2dx=2b\,sh\varepsilon$. Dividing $U$ by the width $2b$ gives
\begin{align}
\frac{U}{2b}&=-\sigma h\varepsilon+\frac{\bar E h}{2}\varepsilon^2+sh\varepsilon
\nonumber\\
&=-h\frac{(\sigma-s)^2}{\bar E}+\frac h2\frac{(\sigma-s)^2}{\bar E}
=-\frac{h(\sigma-s)^2}{2\bar E}.
\label{sum}
\end{align}
The second line uses (\ref{uniform}), and joins the first and third terms into $-(\sigma-s)h\varepsilon$.

Equation (\ref{length}) also shows that $\varepsilon\ge0$, so a buckled solution needs $s<\sigma$. In that range the release grows as $s$ falls. Among the states uniform along $y$, the lowest energy therefore belongs to $s=\sigma_c$. The energy released per area of buckled strip is
\begin{equation}
g(b)=\frac{h(\sigma-\sigma_c)^2}{2\bar E}
=\frac{(1-\nu^2)h(\sigma-\sigma_c)^2}{2E}.
\label{g}
\end{equation}

\textbf{Q.} The bracket surprises me. Stretching energy is quadratic in stress, so why not $\sigma^2-\sigma_c^2$?

\textbf{A.} That would be right if the film merely fell from compression $\sigma$ to compression $\sigma_c$ and the difference were all free. Relaxation of the transverse stress does release
\begin{equation}
\sigma h\varepsilon-\frac{\bar E h}{2}\varepsilon^2=\frac{h(\sigma^2-\sigma_c^2)}{2\bar E},
\end{equation}
as inserting $\varepsilon=(\sigma-\sigma_c)/\bar E$ shows. But bending the film costs $\sigma_ch\varepsilon=h\sigma_c(\sigma-\sigma_c)/\bar E$. Subtract it:
\begin{equation}
\frac{h}{2\bar E}\left[\sigma^2-\sigma_c^2-2\sigma_c\sigma+2\sigma_c^2\right]
=\frac{h(\sigma-\sigma_c)^2}{2\bar E}.
\end{equation}

\textbf{Q.} How high does the crest stand?

\textbf{A.} From (\ref{shape}), $w'=-(\pi w_0/2b)\sin(\pi x/b)$. The mean of the squared sine over the width is $1/2$, so (\ref{length}) becomes
\begin{equation}
\varepsilon=\frac12\cdot\frac{\pi^2w_0^2}{4b^2}\cdot\frac12=\frac{\pi^2w_0^2}{16b^2}.
\label{crestmid}
\end{equation}
Set this equal to $(\sigma-\sigma_c)/\bar E$ and use $\pi^2\bar E=12b^2\sigma_c/h^2$ from (\ref{critical}):
\begin{equation}
w_0^2=\frac{16b^2(\sigma-\sigma_c)}{\pi^2\bar E}
=\frac43h^2\left(\frac{\sigma}{\sigma_c}-1\right).
\label{crest}
\end{equation}
The height has a real value if $\sigma\ge\sigma_c$. For fixed $\sigma$, this means that $b$ is at least the half-width $b_0$ at which $\sigma_c(b_0)=\sigma$. Since $\sigma_c$ varies as $1/b^2$,
\begin{equation}
b_0=b\sqrt{\frac{\sigma_c(b)}{\sigma}} .
\label{bzero}
\end{equation}
In a narrower strip this straight buckle does not exist, and the flat film releases nothing.

\textbf{Q.} Put in a case that an engineer would recognize.

\textbf{A.} Take an alumina scale on a high-temperature alloy after cooling. Rough typical values are $E=380$ GPa, $\nu=0.25$, $h=2.0\,\mu$m, a mismatch in thermal expansion of $4\times10^{-6}$ per K, and cooling by $1000$ K. The half-width $b=44\,\mu$m is chosen, not predicted.

In a bonded film with equal stresses in both directions, the strain is $(1-\nu)\sigma/E$. Hence
\begin{equation}
\sigma=\frac{380\ \mathrm{GPa}}{0.75}\times4\times10^{-6}\times1000=2.027\ \mathrm{GPa}.
\end{equation}
The modulus is $\bar E=380/(1-0.0625)=405.3$ GPa, and
\begin{equation}
\sigma_c=\frac{\pi^2}{12}\times405.3\ \mathrm{GPa}\times\left(\frac{2.0}{44}\right)^2=0.689\ \mathrm{GPa}.
\end{equation}
Thus $\sigma/\sigma_c=2.942$. The crest height is $w_0=2.0\sqrt{(4/3)\times1.942}=3.22\,\mu$m, and $b_0=44/\sqrt{2.942}=25.65\,\mu$m. The release per area is
\begin{equation}
g=\frac{2.0\times10^{-6}\,(1.338\times10^9)^2}{2\times405.3\times10^9}\ \mathrm{J/m^2}
=4.42\ \mathrm{J/m^2}.
\end{equation}

\textbf{Q.} All of this rests on one chain of algebra. Has the minimum been found in another way?

\textbf{A.} Yes. The energy (\ref{energy}) was minimized numerically with $u$ and $w$ expanded in polynomials that satisfy the clamped conditions. Neither the cosine nor the uniform strain was put in. For the values above, the minimum has a crest height of $3.219\,\mu$m and a release of $4.4159$ J/m$^2$, the same as the formulas to the digits shown. Going from a coarse to a fine set of polynomials moved the energy by a relative $5\times10^{-9}$. This tests the solution of the plate model. It does not test whether a plate with rigid clamps describes a real scale.

\textbf{Q.} As $b$ grows, $\sigma_c$ goes to zero. Does the film then give up all its elastic energy?

\textbf{A.} No. In that limit $g$ tends to $h\sigma^2/(2\bar E)$, which is $10.13$ J/m$^2$ here. The bonded film stores more. Two equal stresses $\sigma$, each with strain $(1-\nu)\sigma/E$, give $h(1-\nu)\sigma^2/E$ per area. The released fraction is
\begin{equation}
\frac{(1-\nu^2)/2}{1-\nu}=\frac{1+\nu}{2},
\end{equation}
or $0.625$ for $\nu=0.25$. The rest stays in the film as longitudinal compression, which a straight buckle cannot relax completely. The numerical output calls the value $10.133$ J/m$^2$ a stored-energy scale; it is this wide-strip limit of the release, not the whole stored energy.

\section*{Second half: widening, averaging and the moving front}

\textbf{Q.} Before anything moves, restate what you are carrying over.

\textbf{A.} The film has thickness $h$, plane-strain modulus $\bar E=E/(1-\nu^2)$ and bending stiffness $D=\bar Eh^3/12$. It carries the compression $\sigma$ while bonded. A straight buckle of half-width $b$ and crest height $w_0$ keeps the transverse compression $\sigma_c=\pi^2\bar Eh^2/(12b^2)$. Its mid-plane strain is $\varepsilon=(\sigma-\sigma_c)/\bar E=\pi^2w_0^2/(16b^2)$. The energy per length of strip, counted from the bonded film, is $U=-2bg$ with $g=h(\sigma-\sigma_c)^2/(2\bar E)$. At half-width $b_0$, $\sigma_c$ equals $\sigma$. In the example $\sigma=2.027$ GPa, $\sigma_c=0.689$ GPa, $b=44\,\mu$m, $b_0=25.65\,\mu$m and $g=4.42$ J/m$^2$.

\textbf{Q.} Then let the sides move. Is the energy release rate at a side simply $g$?

\textbf{A.} No. Widening exposes new film, and it also lets the film that was already free relax further. Let each side move out by $db$ at fixed $\sigma$. Per length of strip, the new debonded area is $2\,db$ and the energy released is $d(2bg)$. The side energy release rate is therefore
\begin{equation}
G_{\rm side}=\frac{d(bg)}{db}.
\label{sidedef}
\end{equation}
Since $\sigma_c\propto b^{-2}$, we have $d\sigma_c/db=-2\sigma_c/b$, and
\begin{align}
G_{\rm side}&=\frac{h}{2\bar E}\left[(\sigma-\sigma_c)^2
+2b(\sigma-\sigma_c)\frac{2\sigma_c}{b}\right]\nonumber\\
&=\frac{h}{2\bar E}(\sigma-\sigma_c)(\sigma+3\sigma_c).
\label{side}
\end{align}
With the example's numbers, $\sigma-\sigma_c=1.338$ GPa and $\sigma+3\sigma_c=4.09$ GPa, so $G_{\rm side}=13.5$ J/m$^2$.

\textbf{Q.} You differentiated a total energy. A crack at the edge feels what happens at the edge. Can you get the same number there?

\textbf{A.} Yes. Move the right edge from $b$ to $b+db$. The displaced solution must satisfy the clamped conditions at the new place. At the old place its changes are therefore $\delta u=-u'db$, $\delta w=-w'db=0$ and $\delta w'=-w''db$. Inside the strip the first-order change of $U$ vanishes, because the film is in equilibrium. What remains is the energy density at the edge times $db$, plus the boundary terms $N\delta u+Dw''\delta w'$, with $N=h(-\sigma+\bar E\varepsilon)$. As $w'(b)=0$, the edge value of $u'$ is $\varepsilon$. Thus
\begin{align}
-\frac{dU}{db}&=\sigma h\varepsilon-\frac{\bar Eh}{2}\varepsilon^2-\frac D2w''^2
+h(-\sigma+\bar E\varepsilon)\varepsilon+Dw''^2\nonumber\\
&=\frac{\bar Eh}{2}\varepsilon^2+\frac D2w''(b)^2 .
\label{edge}
\end{align}
This is the release at one side, expressed by the stretching and bending found right at the edge.

We now have the energy released per area of a straight buckle, the release rate at its sides, and an expression for that side release in terms of the stretching and bending at the edge. It remains to check that the edge expression agrees with (\ref{side}), to average the side release over the width, and to connect the result to the moving front.

All numerical values are calculated from the stated model.
